# BFGS, the Curvature Condition, and Bofill's Hessian Update for Saddle Searches: a program that tests the result

```python
# Result under test: BFGS keeps a Hessian approximation B positive definite
# exactly when s.y > 0, so with that condition enforced it cannot represent a
# saddle; Bofill's update mixes the symmetric rank-one (SR1) and Powell
# corrections with weight phi = (r.s)^2 / (r.r s.s) and can represent one.
# s: step, y: gradient change, r = y - B s, c: cosine of angle between r and s.
# Model units: aJ, nm, nN = aJ/nm, N/m = aJ/nm^2.
import numpy as np
from scipy.constants import e as elementary_charge

rng = np.random.default_rng(7)
norm = np.linalg.norm


def bfgs(B, s, y):
    Bs = B @ s
    return B - np.outer(Bs, Bs) / (s @ Bs) + np.outer(y, y) / (s @ y)


def sr1_change(r, s):
    return np.outer(r, r) / (r @ s)


def powell_change(r, s):
    ss = s @ s
    return (np.outer(r, s) + np.outer(s, r)) / ss - (r @ s) * np.outer(s, s) / ss**2


def bofill_weight(r, s):
    return (r @ s)**2 / ((r @ r) * (s @ s))


def bofill_change(r, s):
    # phi times the SR1 term is written without the division by r.s
    if r @ r == 0.0:
        return np.zeros((len(s), len(s)))
    weighted_sr1 = (r @ s) * np.outer(r, r) / ((r @ r) * (s @ s))
    return weighted_sr1 + (1 - bofill_weight(r, s)) * powell_change(r, s)


def negatives(M):
    return int(np.sum(np.linalg.eigvalsh(M) < 0))


def random_symmetric(n):
    M = rng.normal(size=(n, n))
    return (M + M.T) / 2


# Inertia and determinant of BFGS, for definite and indefinite B
n = 4
cases = set()
definite_trials = 0
for trial in range(600):
    B = random_symmetric(n)
    if trial % 2:
        B = B @ B + 0.1 * np.eye(n)
    s, y = rng.normal(size=n), rng.normal(size=n)
    sBs, sy = s @ B @ s, s @ y
    if min(abs(sBs), abs(sy)) < 1e-2:
        continue
    new = bfgs(B, s, y)
    assert np.allclose(new @ s, y, atol=1e-8)
    assert negatives(new) == negatives(B) - int(sBs < 0) + int(sy < 0)
    assert np.isclose(np.linalg.det(new) / np.linalg.det(B), sy / sBs, rtol=1e-5)
    if negatives(B) == 0:
        definite_trials += 1
        assert (negatives(new) == 0) == (sy > 0)
    cases.add((sBs > 0, sy > 0))
assert len(cases) == 4 and definite_trials > 100

# A fixed positive definite B makes a saddle repelling for x -> x - B^-1 g
for trial in range(50):
    Q, _ = np.linalg.qr(rng.normal(size=(n, n)))
    A = Q @ np.diag([-1.0, 1.0, 2.0, 3.0]) @ Q.T
    M = random_symmetric(n)
    B = M @ M + 0.5 * np.eye(n)
    multipliers = np.linalg.eigvals(np.eye(n) - np.linalg.solve(B, A)).real
    assert multipliers.max() > 1

# SR1 recovers a hidden rank-one error in a single step
A, w, s = random_symmetric(n), rng.normal(size=n), rng.normal(size=n)
B = A - 0.7 * np.outer(w, w)
assert np.allclose(B + sr1_change(A @ s - B @ s, s), A, atol=1e-8)

# Powell: numerical minimum-norm solution of the symmetric secant equations
pairs = [(i, j) for i in range(n) for j in range(i, n)]
for trial in range(20):
    s, r = rng.normal(size=n), rng.normal(size=n)
    equations = np.zeros((n, len(pairs)))
    for col, (i, j) in enumerate(pairs):
        scale = 1.0 if i == j else np.sqrt(2)
        equations[i, col] += s[j] / scale
        if i != j:
            equations[j, col] += s[i] / scale
    solution = np.linalg.lstsq(equations, r, rcond=None)[0]
    least = np.zeros((n, n))
    for value, (i, j) in zip(solution, pairs):
        least[i, j] = least[j, i] = value / (1.0 if i == j else np.sqrt(2))
    assert np.allclose(least, powell_change(r, s), atol=1e-9)

    # Bofill: secant condition, size and signs of its eigenvalues
    change = bofill_change(r, s)
    c2, rho = bofill_weight(r, s), norm(r) / norm(s)
    assert np.allclose(change @ s, r, atol=1e-9)
    assert np.isclose(norm(change)**2, rho**2 * (2 - 2 * c2**2 + c2**3))
    eig = np.linalg.eigvalsh(change)
    assert np.isclose(eig[0] * eig[-1], -rho**2 * (1 - c2)**2, atol=1e-9)

# Behaviour as r becomes orthogonal to s: weight c^2 is continuous, |c| jumps
s = np.array([1.0, 0.0])
small = 1e-6
r_plus = np.array([small, np.sqrt(1 - small**2)])
r_minus = np.array([-small, np.sqrt(1 - small**2)])


def abs_weight_change(r):
    weight = np.sqrt(bofill_weight(r, s))
    return weight * sr1_change(r, s) + (1 - weight) * powell_change(r, s)


bofill_jump = norm(bofill_change(r_plus, s) - bofill_change(r_minus, s))
abs_jump = norm(abs_weight_change(r_plus) - abs_weight_change(r_minus))
assert bofill_jump < 1e-5 and abs(abs_jump - 2) < 1e-4
assert norm(sr1_change(r_plus, s)) > 1e5
print(f"jump at c=0, |r|=|s|=1: weight c^2 {bofill_jump:.1e}, weight |c| {abs_jump:.4f}")

# Quadratic saddle sampled only along directions of positive curvature
A = np.diag([-40.0, 100.0])
B_bfgs, B_bofill, B_powell = (100.0 * np.eye(2) for _ in range(3))
angles = np.radians([60.0, 120.0])
print("Quadratic: true curvatures -40, 100 N/m" if np.allclose(np.diag(A), [-40, 100]) else "")
print("initial B = 100 N/m times unit matrix; step angles 60, 120 degrees in turn")
print("update | sampled curv. | lowest eig BFGS | Powell | Bofill | Bofill error (N/m)")
error_bofill, error_powell = [], []
for k in range(8):
    s = np.array([np.cos(angles[k % 2]), np.sin(angles[k % 2])])
    y = A @ s
    assert s @ y > 0
    B_bfgs = bfgs(B_bfgs, s, y)
    B_powell = B_powell + powell_change(y - B_powell @ s, s)
    B_bofill = B_bofill + bofill_change(y - B_bofill @ s, s)
    error_bofill.append(norm(B_bofill - A))
    error_powell.append(norm(B_powell - A))
    lows = [np.linalg.eigvalsh(M)[0] for M in (B_bfgs, B_powell, B_bofill)]
    assert lows[0] > 0
    print(f"{k+1} | {s @ y:.2f} | {lows[0]:.4f} | {lows[1]:.4f} | {lows[2]:.4f}"
          f" | {error_bofill[-1]:.3e}")
cos_between = np.cos(angles[1] - angles[0])
for k in range(4):
    assert np.isclose(error_bofill[k+1] / error_bofill[k], cos_between**4, rtol=1e-6)
    assert np.isclose(error_powell[k+1] / error_powell[k], cos_between**2, rtol=1e-6)
assert abs(lows[2] + 40) < 1e-4
print(f"error ratio per update: Bofill {error_bofill[2]/error_bofill[1]:.4f},"
      f" Powell {error_powell[2]/error_powell[1]:.4f}")

# Double well with a coupled second coordinate
V0, a, k_side, b = 0.1, 0.1, 100.0, 0.5
start, B_start, cap = np.array([0.02, 0.01]), 100.0 * np.eye(2), 0.04


def energy(q):
    return V0 * ((q[0] / a)**2 - 1)**2 + 0.5 * k_side * (q[1] - b * q[0])**2


def gradient(q):
    side = k_side * (q[1] - b * q[0])
    return np.array([4 * V0 * q[0] / a**2 * ((q[0] / a)**2 - 1) - b * side, side])


h = 1e-5
unit = np.eye(2)
numeric = [(energy(start + h * d) - energy(start - h * d)) / (2 * h) for d in unit]
assert np.allclose(numeric, gradient(start), atol=1e-6)
H_saddle = np.array([(gradient(h * d) - gradient(-h * d)) / (2 * h) for d in unit])
H_formula = np.array([[-4 * V0 / a**2 + k_side * b**2, -k_side * b],
                      [-k_side * b, k_side]])
assert np.allclose(H_saddle, H_formula, atol=1e-3)
assert norm(gradient(np.zeros(2))) == 0 and negatives(H_saddle) == 1


def search(kind):
    q, B, rows = start.copy(), B_start.copy(), []
    g = gradient(q)
    for _ in range(100):
        if norm(g) < 1e-9:
            break
        s = -np.linalg.solve(B, g)
        s *= min(1.0, cap / norm(s))
        if kind == "BFGS":
            assert g @ s < 0
        q = q + s
        g_new = gradient(q)
        y = g_new - g
        r = y - B @ s
        if kind == "BFGS":
            if s @ y > 0:
                B = bfgs(B, s, y)
            assert negatives(B) == 0
        else:
            B = B + bofill_change(r, s)
        g = g_new
        rows.append((q, norm(g), s, y, r, np.linalg.eigvalsh(B)))
    assert norm(g) < 1e-9
    return q, B, rows


q_min, B_min, rows_min = search("BFGS")
q_ts, B_ts, rows_ts = search("Bofill")
assert np.allclose(np.abs(q_min), [a, a * b], atol=1e-7) and energy(q_min) < 1e-12
assert norm(q_ts) < 1e-7 and negatives(B_ts) == 1

print(f"Double well: V0 = {V0} aJ, a = {a} nm, k = {k_side} N/m, b = {b}")
print(f"start ({start[0]}, {start[1]}) nm, B = {B_start[0, 0]} N/m x unit, cap {cap} nm")
print("saddle Hessian eigenvalues (N/m):", np.round(np.linalg.eigvalsh(H_saddle), 3))
print("Bofill: step | x, y (nm) | |g| (nN) | phi | |SR1|, |Bofill| change | low eig (N/m)")
for i, (q, gnorm, s, y, r, eig) in enumerate(rows_ts[:6], 1):
    print(f"{i} | {q[0]:.6f}, {q[1]:.6f} | {gnorm:.3e} | {bofill_weight(r, s):.3e}"
          f" | {norm(sr1_change(r, s)):.2f}, {norm(bofill_change(r, s)):.2f} | {eig[0]:.3f}")
print(f"Bofill: {len(rows_ts)} steps, energy {energy(q_ts):.6f} aJ, final B eigenvalues"
      f" {B_ts.trace() - np.linalg.eigvalsh(B_ts)[1]:.3f},"
      f" {np.linalg.eigvalsh(B_ts)[1]:.3f} N/m")
print("BFGS: step | x, y (nm) | s.y (aJ) | lowest eigenvalue of B (N/m)")
for i, (q, gnorm, s, y, r, eig) in enumerate(rows_min[:7], 1):
    print(f"{i} | {q[0]:.6f}, {q[1]:.6f} | {s @ y:.3e} | {eig[0]:.3f}")
skipped = sum(row[2] @ row[3] <= 0 for row in rows_min)
print(f"BFGS: {len(rows_min)} steps, {skipped} updates skipped,"
      f" end ({q_min[0]:.6f}, {q_min[1]:.6f}) nm")
print("BFGS final B eigenvalues (N/m):", np.round(np.linalg.eigvalsh(B_min), 3))

# The same first step with the curvature condition ignored
s, y = rows_min[0][2], rows_min[0][3]
bare = bfgs(B_start, s, y)
assert s @ y < 0 and negatives(bare) == 1
print("first bare BFGS update, eigenvalues (N/m):", np.round(np.linalg.eigvalsh(bare), 3))
print("first Bofill update, eigenvalues (N/m):", np.round(rows_ts[0][5], 3))
barrier = energy(q_ts) - energy(q_min)
assert np.isclose(barrier, V0, atol=1e-9)
print(f"barrier: {barrier:.6f} aJ = {barrier * 1e-18 / elementary_charge:.4f} eV")
print("all good")
```

Printed output:

```
jump at c=0, |r|=|s|=1: weight c^2 2.8e-06, weight |c| 2.0000
Quadratic: true curvatures -40, 100 N/m
initial B = 100 N/m times unit matrix; step angles 60, 120 degrees in turn
update | sampled curv. | lowest eig BFGS | Powell | Bofill | Bofill error (N/m)
1 | 65.00 | 34.8099 | 19.4029 | 8.5956 | 7.875e+01
2 | 65.00 | 16.1797 | -21.3228 | -36.3416 | 4.922e+00
3 | 65.00 | 8.2762 | -35.1372 | -39.7694 | 3.076e-01
4 | 65.00 | 4.4944 | -38.7732 | -39.9856 | 1.923e-02
5 | 65.00 | 2.5211 | -39.6926 | -39.9991 | 1.202e-03
6 | 65.00 | 1.4396 | -39.9231 | -39.9999 | 7.510e-05
7 | 65.00 | 0.8304 | -39.9808 | -40.0000 | 4.694e-06
8 | 65.00 | 0.4817 | -39.9952 | -40.0000 | 2.934e-07
error ratio per update: Bofill 0.0625, Powell 0.2500
Double well: V0 = 0.1 aJ, a = 0.1 nm, k = 100.0 N/m, b = 0.5
start (0.02, 0.01) nm, B = 100.0 N/m x unit, cap 0.04 nm
saddle Hessian eigenvalues (N/m): [-33.699 118.699]
Bofill: step | x, y (nm) | |g| (nN) | phi | |SR1|, |Bofill| change | low eig (N/m)
1 | 0.027680, 0.010000 | 9.149e-01 | 8.238e-01 | 131.24, 130.59 | -30.543
2 | 0.000310, -0.002162 | 2.537e-01 | 3.418e-06 | 4582.09, 11.98 | -31.035
3 | -0.000077, 0.000298 | 3.632e-02 | 9.470e-01 | 14.99, 14.99 | -31.064
4 | 0.000002, 0.000001 | 8.808e-05 | 1.090e-02 | 2.75, 0.41 | -31.037
5 | -0.000000, -0.000000 | 7.393e-06 | 9.767e-01 | 2.69, 2.69 | -33.699
6 | -0.000000, 0.000000 | 8.945e-12 | 8.047e-04 | 0.00, 0.00 | -33.699
Bofill: 6 steps, energy 0.100000 aJ, final B eigenvalues -33.699, 118.700 N/m
BFGS: step | x, y (nm) | s.y (aJ) | lowest eigenvalue of B (N/m)
1 | 0.027680, 0.010000 | -4.790e-04 | 100.000
2 | 0.035984, 0.013840 | -1.905e-03 | 100.000
3 | 0.046438, 0.017992 | -2.017e-03 | 100.000
4 | 0.058393, 0.023219 | -9.283e-04 | 100.000
5 | 0.070797, 0.029197 | 1.578e-03 | 7.972
6 | 0.105711, 0.048716 | 6.709e-02 | 37.773
7 | 0.096502, 0.049408 | 9.825e-03 | 42.885
BFGS: 14 steps, 4 updates skipped, end (0.100000, 0.050000) nm
BFGS final B eigenvalues (N/m): [ 52.198 152.203]
first bare BFGS update, eigenvalues (N/m): [-219.667    3.697]
first Bofill update, eigenvalues (N/m): [-30.543 103.374]
barrier: 0.100000 aJ = 0.6242 eV
all good
```
